# Why extra message-passing layers add no attraction across a vacuum gap

When a learned potential is to carry a precursor from the gas onto a growing film, someone has to choose the number of message-passing layers, the cutoff radius, and whether to add a long-range term. If the molecule hovers above the surface and feels nothing, adding layers is a tempting remedy, because depth enlarges the receptive field. Across an empty gap wider than the cutoff it changes nothing. The useful choices are a longer cutoff, an explicit long-range term, or acceptance of an error whose size can be estimated beforehand.

## What happens

Consider a potential whose energy is a sum of atomic terms,

$$E=\sum_i \varepsilon_i\big(h_i^{(T)}\big),\qquad \mathbf F_i=-\nabla_i E ,$$

where $h_i^{(T)}$ is the feature vector of atom $i$ after $T$ layers. The initial features $h_i^{(0)}$ depend on the element alone. Each layer applies

$$h_i^{(t+1)}=\Phi_t\Big(h_i^{(t)},\sum_{j\neq i} f(r_{ij})\,M_t\big(h_j^{(t)},\mathbf r_{ij}\big)\Big),\qquad f(r)=0\ \text{for}\ r\ge r_c .$$

The functions $\Phi_t$ and $M_t$ are learned, and $f$ goes smoothly to zero at the cutoff $r_c$. The energy does not change when an isolated group of atoms is translated or rotated. Two atoms share an edge if $r_{ij}<r_c$.

Let the gap $g$ be the smallest distance between any atom of the molecule and any atom of the surface, periodic images included. The images matter: in a cell with too little vacuum, the molecule can share edges with the underside of the next slab. Suppose that $g>r_c$ and that no other atoms are present. The graph then has no edges between the molecule and the surface. Other atoms that do not bridge the gap can be counted with the side they are joined to. They may exert forces on the molecule, but these forces do not depend on the surface.

The features of a molecular atom never learn of the surface, as induction on the layer index shows. At $t=0$ they contain the element alone. Suppose that at layer $t$ the features of every molecular atom depend on molecular atoms alone. In the update of a molecular atom $i$, each surface atom $j$ has $r_{ij}\ge g>r_c$, so its message is multiplied by $f(r_{ij})=0$. What remains is $h_i^{(t)}$ and messages from other molecular atoms, so the property holds at layer $t+1$. The same argument applies to the surface atoms. Summing the atomic terms gives

$$E=E_{\rm mol}+E_{\rm surf}\qquad (g>r_c),$$

for any $T$ and any weights.

Now move the molecule rigidly by a vector $\mathbf R$. $E_{\rm surf}$ does not contain $\mathbf R$, and $E_{\rm mol}$ is unchanged by a translation, so the net force $-\partial E/\partial\mathbf R$ is zero. If the molecule is also out of range of its own periodic images, rotating it alone, while the gap stays open, likewise leaves both terms unchanged, so the torque is zero.

If forces are read directly from the features instead of from an energy gradient, they are still independent of the surface. Their sum over the molecule is then not guaranteed to vanish, but any net force that appears is not an attraction to the surface.

## Why depth does not help

A layer passes information along existing edges. More layers permit longer paths, but the edges are fixed by distances and $r_c$, and no path crosses a gap without edges.

Within a connected structure depth does extend the range, and further than the layer count suggests. The term $\varepsilon_i$ depends on atoms up to $T$ hops from $i$. The force on atom $A$ responds to the position of atom $B$ through

$$\frac{\partial^2E}{\partial \mathbf r_A\,\partial \mathbf r_B}=\sum_i\frac{\partial^2\varepsilon_i}{\partial \mathbf r_A\,\partial \mathbf r_B}.$$

A term on the right can be nonzero if $i$ lies within $T$ hops of both atoms, so $A$ and $B$ may be up to $2T$ hops apart. In tests on connected chains, networks with 1, 2 and 3 layers coupled atoms up to 2, 4 and 6 hops apart.

The gap was tested with untrained networks carrying four sets of random weights, with $r_c=0.6$ nm and a flat four-site molecule above a small slab. Untrained weights suffice because the argument holds for any weights, but the energies are in arbitrary units and have no physical meaning. At a gap of 0.58 nm the interaction ranged from $4.3\times10^{-4}$ to $2.4\times10^{-1}$ over networks of 1 to 8 layers. At 0.61 nm it never exceeded $2.3\times10^{-14}$, which is rounding.

Three changes at a fixed gap of 0.80 nm, made in a two-layer network, isolate the cause.

- **A bridging atom.** One atom placed midway joins the two parts of the graph. The change in the molecule's response when the slab is moved rises from zero to $4.3\times10^{-2}$.
- **A longer cutoff.** With $r_c=1.0$ nm the interaction is $1.5\times10^{-1}$.
- **A shared global feature.** Here every atom also receives the average feature of the whole system. The energy is no longer additive, and the interaction is 6.6. Yet it does not change when the gap is doubled to 1.60 nm. The average tells the molecule that a surface exists, but not how far away it is. Forces within the molecule may change, but no net force pulls it towards the surface.

## How large the missing attraction is

For a molecule without a permanent dipole over a smooth, neutral surface, the leading long-range attraction is dispersion. Take a pair energy $-C_6/r^6$ between the whole molecule and each surface atom, with the molecule lying flat so that all its sites have the same height. The surface consists of atomic planes of spacing $a$, each with $\sigma=1/a^2$ atoms per area. Smearing one plane at distance $z$ into a uniform sheet, with $s$ the lateral distance, gives

$$U_1(z)=-\sigma C_6\int_0^\infty\frac{2\pi s\,ds}{(s^2+z^2)^3}.$$

With $w=s^2+z^2$ and $dw=2s\,ds$, this becomes

$$U_1(z)=-\pi\sigma C_6\int_{z^2}^\infty\frac{dw}{w^3}=-\frac{\pi\sigma C_6}{2z^4}.$$

The planes lie at $z=g+na$ with $n=0,1,2,\dots$, so

$$U(g)=-\frac{\pi\sigma C_6}{2}\sum_{n=0}^\infty\frac{1}{(g+na)^4}=-\frac{\pi\sigma C_6}{2a^4}\,\zeta\!\left(4,\frac ga\right),$$

where $\zeta(4,q)=\sum_{n\ge0}(q+n)^{-4}$ is the Hurwitz zeta function. A direct sum over a large block of discrete atoms agrees with this formula to within 0.3 percent at gaps of 0.6 and 0.8 nm.

For $g\gg a$ the sum over $n$ may be replaced by an integral plus half the first term, so $\zeta(4,q)\approx \frac{1}{3q^3}+\frac{1}{2q^4}$. The leading part gives

$$U(g)\to-\frac{\pi\rho C_6}{6g^3},\qquad \rho=\frac{\sigma}{a}.$$

In this model, which neglects retardation, the tail therefore falls slowly, as the inverse cube of the gap. The second term makes the decay somewhat steeper at smaller gaps.

The example uses round, rough values in the regime of trimethylaluminium over alumina: $a=0.22$ nm, $C_6=6.0\times10^{-5}$ eV nm$^6$, a mass of 72 u, and 473 K. With $\rho=93.9$ nm$^{-3}$, $\sigma=\rho a=20.7$ nm$^{-2}$, and the prefactor is

$$\frac{\pi\sigma C_6}{2a^4}=\frac{\pi(20.7)(6.0\times10^{-5})}{2(0.22)^4}\ \text{eV}\approx0.83\ \text{eV}.$$

At the cutoff $g/a=0.6/0.22=2.73$ and $\zeta(4,2.73)\approx0.0276$, so

$$U(r_c)\approx-0.83\times0.0276\ \text{eV}\approx-23\ \text{meV}.$$

Since $k_BT=40.8$ meV, the missing energy is $0.56\,k_BT$. In classical equilibrium, the density of flat-lying molecules at this height would be $\exp(0.56)\approx1.75$ times that of molecules with the same orientation in the distant gas. The local model gives a ratio of 1.

The contrast is plainest for a molecule released at rest at a gap of 0.8 nm, where $U=-8.6$ meV. Above a rigid surface the dispersion model pulls it to the cutoff in 2.6 ps. The energy released is $22.9-8.6=14.3$ meV, and energy conservation gives

$$v=\sqrt{\frac{2\,(14.3\ \text{meV})}{72\ \text{u}}}\approx196\ \text{m/s}.$$

In the local model the same molecule stays where it is. This does not mean that a local model forbids deposition. A molecule already moving towards the surface drifts across the gap at constant velocity and begins to interact once it is within range. The onset is gradual. Since $f$ goes smoothly to zero at $r_c$, the model force vanishes as the gap approaches the cutoff from below, whereas the dispersion force there is about 0.13 eV/nm, so the force error extends some way inside the cutoff. What it lacks on reaching the cutoff is the energy that the tail would have supplied by then.

## Why more training data does not repair it

Fix the molecule's internal geometry and the surface. Beyond the cutoff the model's energy, measured from the true separated limit, is a constant $c$, while the reference runs from $U(r_c)$ to zero. The errors at the two ends are $|c-U(r_c)|$ and $|c|$. By the triangle inequality their sum is at least $|U(r_c)|$, so the larger one is at least half of that:

$$\max_{g\ge r_c}|c-U(g)|\ \ge\ \tfrac12|U(r_c)|\approx11.5\ \text{meV}.$$

The bound is reached at $c=U(r_c)/2$. If the separated fragments are to be right, then $c=0$ and the error at the cutoff is the full 23 meV. Configurations with wider gaps give the network identical inputs with different labels, and it can do no better than compromise.

The adsorption energy itself can still be fitted, since it is the difference between the energy at contact and $c$, and the theorem does not restrict the energy at contact. The price appears in the forces. With $c=0$, the whole energy drop must occur inside the cutoff, including the 23 meV that the reference releases outside it. A correct adsorption energy is therefore no evidence of a correct approach path.

## How rough the estimate is

The example assumes a temperature of 473 K and a gas pressure of 1 Torr. The material parameters are rough, and $C_6$ was chosen close to a London estimate of $6.1\times10^{-5}$ eV nm$^6$, so that agreement is no independent check. The London estimate takes a rough molecular polarizability of $8\times10^{-3}$ nm$^3$, a surface-atom polarizability from the Clausius–Mossotti relation with an optical dielectric constant of 3, and an excitation energy of 10 eV for both partners, to which it is proportional. For the molecule 10 eV is on the low side, so the chosen $C_6$ is more likely too small than too large. Effective values of 15 eV or more are plausible, and 15 eV would raise $C_6$ and the missing energy by half. The treatment of each methyl group as a single site matters about as much, in the opposite direction. In an all-atom graph the gap is measured from the lowest hydrogen. If the heavy atoms then sit 0.09 nm higher, the missing energy at the cutoff falls from 23 to 14 meV, or about $0.35\,k_BT$. A surface group protruding by the same amount has a similar effect, if its own small attraction is neglected. Screening by the electrons of the solid, with a rough optical dielectric constant of 3, multiplies the pair sum by about 0.83 at low frequency, and reduces it slightly less once the higher frequencies that contribute to dispersion are included. The next multipole term adds about 12 percent if its coefficient is taken as $C_8=0.08\ \text{nm}^2\times C_6$, a rough value. Retardation is negligible, since the gap is 0.03 of the relevant reduced wavelength, and the thermal wavelength of 0.0095 nm supports classical motion. Over a smooth dielectric, a polar co-reactant such as water would add an image attraction of up to about 2 meV at the same height, the largest value being reached when its dipole points along the surface normal. The local fields of irregularly oriented surface hydroxyl groups are not included, and can shift its energy by more than this, up or down depending on its orientation. For a flat-lying molecule the missing energy is thus best read as roughly 10 to 40 meV. An upright molecule with the same gap has its centre higher up and misses less. Charged surfaces, and neutral ones with strong local fields from irregular polar groups, lie outside this estimate.

The premise of an empty gap is reasonable for a dilute gas of separate molecules. Treated as an ideal gas at this pressure, it has on average $1.5\times10^{-4}$ other molecules within 1.2 nm of the precursor, a generous radius for bridging. Trimethylaluminium can also form dimers, and a dimer should then be treated as a single, larger precursor. In a liquid or a dense gas, bridges would be common and the theorem would often not apply.

## What to do

1. Count the connected parts of the edge graph for the starting configuration, with periodic images included. If the molecule and the surface lie in different parts, changing the depth cannot create a force between them.
2. Estimate $|U(r_c)|/k_BT$ for the precursor and temperature at hand. If it is well below one, and the quantity sought does not depend on slow approach or on the density just above the surface, the local model may be adequate. Give the molecule an initial velocity towards the surface.
3. If the tail matters moderately, lengthen the cutoff and train on configurations that sample the new range. Going from 0.6 to 0.8 nm reduces the missing energy in this example from 23 to 9 meV. At fixed density the number of neighbours grows as $r_c^3$, here by a factor of $(0.8/0.6)^3\approx2.4$.
4. If the attraction must reach beyond any practical cutoff, add a term that depends explicitly on distance across the gap, such as a pairwise dispersion correction, with electrostatics where charges or dipoles matter. A simple pairwise correction remains approximate, because it leaves out screening and, at gaps of many nanometres, retardation. If the training energies already contain that contribution, subtract it before fitting and add it back in use, so that it is counted once.

The full set of values is in the numerical output below.

## Computed values

```
cutoff 0.6 nm; layer spacing 0.22 nm; start gap 0.8 nm
C6 molecule to surface atom: 6.0e-05 eV nm^6; mass 72 u
surface atom density: 93.9 nm^-3
network |interaction|, arbitrary units, min and max over 4 weight sets:
  layers 1, gap 0.45 nm: 3.3e-01 to 1.9e+00
  layers 1, gap 0.58 nm: 1.3e-03 to 6.8e-03
  layers 1, gap 0.61 nm: 0.0e+00 to 2.3e-14
  layers 1, gap 0.80 nm: 0.0e+00 to 2.3e-14
  layers 2, gap 0.45 nm: 3.0e-01 to 1.5e+00
  layers 2, gap 0.58 nm: 1.8e-03 to 1.7e-02
  layers 2, gap 0.61 nm: 0.0e+00 to 2.1e-14
  layers 2, gap 0.80 nm: 0.0e+00 to 2.1e-14
  layers 4, gap 0.45 nm: 2.6e-01 to 6.1e+00
  layers 4, gap 0.58 nm: 4.3e-04 to 1.5e-02
  layers 4, gap 0.61 nm: 3.6e-15 to 7.1e-15
  layers 4, gap 0.80 nm: 3.6e-15 to 7.1e-15
  layers 8, gap 0.45 nm: 4.1e+00 to 2.6e+01
  layers 8, gap 0.58 nm: 3.0e-03 to 2.4e-01
  layers 8, gap 0.61 nm: 7.0e-15 to 2.1e-14
  layers 8, gap 0.80 nm: 7.0e-15 to 2.1e-14
largest network |force| at 0.80 nm: 0.0e+00 arb./nm
smallest network |force| at 0.45 nm: 9.7e-01 arb./nm
graph components at 0.80 nm: open 2, bridged 1
slab-molecule coupling, open gap: 0.0e+00 arb.
slab-molecule coupling, bridged gap: 4.3e-02 arb.
|interaction| at 0.80 nm, cutoff 1.0 nm: 1.5e-01 arb.
shared feature: |interaction| at 0.80 nm 6.6e+00 arb.
shared feature: change from 0.80 to 1.60 nm 0.0e+00 arb.
chain, 1 layer(s): farthest coupled atoms 2 hops apart
chain, 2 layer(s): farthest coupled atoms 4 hops apart
chain, 3 layer(s): farthest coupled atoms 6 hops apart
temperature 473 K: kT = 40.8 meV
dispersion energy at cutoff: -22.9 meV
dispersion energy at start gap: -8.6 meV
missed energy at cutoff over kT: 0.56
density enhancement at cutoff: 1.75 (local model: 1)
smallest worst-case error of a local model: 11.5 meV
fall from rest, 0.80 to 0.60 nm: 2.60 ps
speed on reaching the cutoff: 196 m/s
London estimate of C6: 6.1e-05 eV nm^6
screening factor on the pair sum: 0.83
C8 term over C6 term at cutoff: 0.12
image energy of a 1.9 D dipole at cutoff: -1.9 meV
retardation parameter at cutoff: 0.030
energy with heavy atoms 0.09 nm higher: -14.1 meV
thermal wavelength: 0.0095 nm
gas molecules within 1.2 nm at 1 Torr: 1.5e-04
```
